Exponentially Small Néel Tunnel Splitting in an Open Transverse-Field Ising Chain

A calculation of the dynamics of a short antiferromagnetic memory chain must first settle whether its two Néel states can be held fixed or whether tunnelling between them has to be kept. For an isolated chain without bias, the answer depends on how the simulated time compares with πħ/Δ, where Δ is the splitting of the two lowest levels. (A bias much larger than Δ suppresses the transfer, as Remark 3 shows.) For the loops treated below, six elements give πħ/Δ = 2.1 µs and eight give 53 µs. In a coherent simulation lasting 1 µs, the transfer sin²(Δt/2ħ) within the doublet is then 0.46 and 0.0009 respectively. Tunnelling between the two states must be kept in the first case and can usually be dropped in the second. This concerns the doublet only: a bare Néel state also has weight outside it (Remark 2), and for eight elements its survival probability oscillates rapidly around 0.93, dipping to 0.90, during the same microsecond.

**Model and theorem**

Take N two-state elements with open ends and

H = J Σ_{j=1}^{N−1} σz_j σz_{j+1} − Γ Σ_{j=1}^{N} σx_j,  J > 0, Γ > 0.

The σ are Pauli matrices, so J and Γ are energies. There is no longitudinal bias and no coupling to a bath. Write g = Γ/J and q = g². The Néel states are |A⟩ = |↑↓↑…⟩ and |B⟩ = |↓↑↓…⟩.

Theorem. Let 0 < g < 1 and D = 1 − (N+1)q^N + Nq^{N+1}.

(a) For every N ≥ 1 the splitting satisfies

2J g^N (1−q)/√D ≤ Δ ≤ 2J g^N (1−q)(1−q^N)/D.

At fixed g and large N, therefore,

Δ = 2J(1−g²) g^N [1 + O(N g^{2N})].

(b) For N ≥ 2 the third level lies more than 2(J−Γ) above the ground state.

(c) The two lowest states have opposite parity under P = Π_j σx_j. As Γ → 0 they become (|A⟩+|B⟩)/√2 and (|A⟩−|B⟩)/√2.

**Lemma 1: the chain is a free-fermion problem**

Let S_j = Π_{k<j} σx_k, with S_1 = 1, and define

a_j = S_j σz_j,  b_j = S_j σy_j.

Each operator is Hermitian and squares to 1. On one site, a_j and b_j anticommute because σz and σy do. For i < j, the operator labelled i has σz or σy at site i, while the one labelled j has σx there, so they anticommute too. These 2N Majorana operators are the real and imaginary parts of N fermions.

From σzσy = −iσx and σyσx = −iσz,

a_j b_j = −iσx_j, so σx_j = i a_j b_j;

b_j a_{j+1} = σy_j σx_j σz_{j+1} = −iσz_jσz_{j+1}, so σz_jσz_{j+1} = i b_j a_{j+1}.

The field term is −iΓa_jb_j = +iΓb_ja_j, since exchanging the operators changes the sign. Hence

H = i Σ_{ij} b_i M_ij a_j,  M_jj = Γ,  M_{j,j+1} = J,

with all other elements zero.

Write the singular value decomposition M = U diag(s_1,…,s_N) Vᵀ, with s_1 ≥ … ≥ s_N. Since det M = Γ^N > 0, every s_k is positive. The rotated operators

b̃_k = Σ_i b_i U_ik,  ã_k = Σ_j a_j V_jk

obey the same algebra, because U and V are real orthogonal matrices. They give

H = Σ_k s_k n_k,  n_k = i b̃_k ã_k.

Here n_k² = −b̃_kã_kb̃_kã_k = +b̃_k²ã_k² = 1, so n_k has eigenvalues ±1, and different n_k commute. The operator ã_k reverses the sign of n_k and leaves the other signs alone. Starting from one joint eigenvector, products of the ã_k therefore reach all 2^N sign patterns. The space has dimension 2^N, so each pattern occurs once. The energies are Σ_k (±s_k), the ground state has every sign negative, and the cheapest excitation reverses the smallest term:

Δ = 2s_N.

**Lemma 2: bounds on the smallest singular value**

Let T have elements T_{j,j+1} = 1 and zeros elsewhere. Then M = Γ(1 + T/g). Because T^N = 0, the geometric series for the inverse ends:

M⁻¹ = Γ⁻¹ Σ_{d=0}^{N−1} (−1/g)^d T^d.

The largest singular value of M⁻¹, its norm ‖M⁻¹‖, equals 1/s_N. Both bounds use the sum

S = Σ_{m=1}^{N} m q^{m−1}.

Subtracting qS from S gives

(1−q)S = Σ_{m=1}^{N} q^{m−1} − Nq^N = (1−q^N)/(1−q) − Nq^N.

Multiplying by 1−q gives (1−q)²S = 1 − q^N − Nq^N + Nq^{N+1} = D.

Lower bound. The norm of a matrix does not exceed the square root of the sum of its squared elements. The diagonal at distance d has N−d elements, so with m = N−d

‖M⁻¹‖² ≤ Γ⁻² Σ_d (N−d)g^{−2d} = Γ⁻² g^{−2(N−1)} S.

Inverting, and using Γg^{N−1} = Jg^N,

s_N ≥ Jg^N/√S = Jg^N(1−q)/√D.

Upper bound. Take u_j = (−g)^{j−1}, concentrated at the left end, and w_k = (−g)^{N−k}, concentrated at the right end. Each has squared length (1−q^N)/(1−q). With d = k−j ≥ 0, the powers combine as

(j−1) − (k−j) + (N−k) = N−1−2d.

Therefore

|uᵀM⁻¹w| = Γ⁻¹ g^{N−1} Σ_d (N−d)q^{−d} = Γ⁻¹ g^{−(N−1)} S.

Since |uᵀM⁻¹w| ≤ |u||w|‖M⁻¹‖,

s_N ≤ |u||w| Γg^{N−1}/S = Jg^N (1−q)(1−q^N)/D.

Doubling both bounds proves (a). At fixed g, D and q^N differ from 1 and 0 by O(Nq^N) at most, which gives the stated correction.

Two short chains check the factors. For N = 1, D = (1−q)² and both bounds equal 2Γ, the splitting of −Γσx. For N = 2, s_1² + s_2² = J² + 2Γ² and s_1s_2 = Γ². Thus s_1−s_2 = J, s_1+s_2 = √(J²+4Γ²), and

Δ = 2s_2 = √(J²+4Γ²) − J,

which tends to 2Γ²/J in a weak field, as the theorem requires.

Physical reading. The vector u satisfies Mu = 0 in every row but the last, where the result is Γ(−g)^{N−1}. It describes a Majorana mode at the left end, and w describes its partner at the right. With both vectors normalized, their coupling is

|wᵀMu|/(|u||w|) = Jg^N(1−q)/(1−q^N).

The splitting is small because these end modes overlap weakly. The factor 1−g² comes from their two normalizations.

**Lemma 3: separation and identity of the doublet**

The matrix MMᵀ has the eigenvalues s_k². Restrict it to vectors whose last component is zero. The restricted matrix has J²+Γ² on its diagonal and JΓ beside it; the vectors sin(πkj/N) diagonalize it, with eigenvalues

J² + Γ² + 2JΓ cos(πk/N),  k = 1,…,N−1.

All exceed (J−Γ)². The second-smallest eigenvalue of a symmetric matrix is at least its minimum on any subspace of dimension N−1, so s_{N−1} > J−Γ. The third many-body level has energy 2s_{N−1} above the ground state, which proves (b).

For (c), use the σz basis. The off-diagonal elements of H are −Γ or zero, and single flips connect all configurations. By the Perron–Frobenius theorem the ground vector |0⟩ is unique and can be chosen with positive components. P permutes configurations, so P|0⟩ = +|0⟩. Every a_j is odd under P, hence so is ã_N, and the first excited state |1⟩ = ã_N|0⟩ has P = −1.

At Γ = 0 the ground space is spanned by |A⟩ and |B⟩, and it lies 2J below the next level. The span of |0⟩ and |1⟩ therefore tends continuously to this pair as Γ → 0. Parity fixes the two combinations, up to an overall sign, and the proof is complete. ∎

**Remark 1: where exponential suppression ends**

At Γ = J, the sum of squared elements of M⁻¹ is N(N+1)/(2J²), so

Δ ≥ 2J√[2/(N(N+1))].

For an upper bound at any Γ, use v_j = (−1)^j sin[πj/(N+1)]. The matrix MᵀM is the uniform tridiagonal matrix with diagonal J²+Γ² and neighbours JΓ, less J² in its first diagonal element. Dropping that negative term can only raise the trial value, so

s_N² ≤ J² + Γ² − 2JΓ cos[π/(N+1)].

At Γ = J this gives Δ ≤ 4J sin[π/(2(N+1))]. Both bounds fall as 1/N, so the decay is algebraic. For Γ > J, |Mv| ≥ Γ|v| − J|Tv| ≥ (Γ−J)|v|. Together with the upper bound this gives Δ → 2(Γ−J), a gap that does not close with length.

**Remark 2: reversal of a bare Néel state**

A bare Néel state is not wholly inside the doublet. Reversing an end element breaks one bond and costs 2J; reversing an interior element breaks two and costs 4J. First-order amplitudes are Γ/2J and Γ/4J. For N ≥ 2, the weight inside the doublet is thus

w = 1 − g²[1/2 + (N−2)/16] + O(g⁴).

Write |A⟩ = α|0⟩ + β|1⟩ + |r⟩, with α² + β² = w. Parity gives |B⟩ = P|A⟩ = α|0⟩ − β|1⟩ + P|r⟩. Apart from a common phase, the amplitude to reach |B⟩ is

α² − β² exp(−iΔt/ħ) + R(t),  |R| ≤ 1−w.

At t = πħ/Δ the first two terms add to w. If w > 1/2, the reversal probability is at least [w−(1−w)]² = (2w−1)².

**Example: persistent-current loops**

Consider superconducting loops whose circulating currents store magnetic flux in alternating directions. Mutual inductance supplies J, and tunnelling of each loop between its two current directions supplies Γ. Take J = 8 µeV and Γ = 1.6 µeV, so g = 0.2. For N = 8,

Δ ≈ 2 × 8 × (1−0.04) × 0.2⁸ µeV = 15.36 × 2.56×10⁻⁶ µeV = 3.93×10⁻⁵ µeV.

This is 3.93×10⁻¹¹ eV, or Δ/h = 9.51 kHz. The reversal time is

πħ/Δ = 1/(2 × 9.51 kHz) = 53 µs.

With J and Γ held fixed, each added loop multiplies this time by about 5; twelve loops give 33 ms. The asymptotic formula is already within 0.4% of the computed splitting at N = 2 (0.6144 against 0.6163 µeV).

The weak-field weight is w ≈ 1 − 0.04(0.5+0.375) = 0.965, in agreement with the value from spin diagonalization. It guarantees a reversal probability of 0.865; the computed probability is 0.913. The third level lies 13.1 µeV above the ground state, against the bound of 12.8 µeV. The numerical output lists the other lengths.

**Remark 3: bias and temperature**

A flux offset adds −h_jσz_j. This operator is odd under P, so within the doublet it has no diagonal elements, and its off-diagonal element is −h_jm_j, with m_j = ⟨0|σz_j|1⟩. When the h_j are small compared with J, define ε = 2Σ_j h_jm_j. In the basis (|0⟩±|1⟩)/√2 the doublet Hamiltonian, apart from a constant, is

H₂ = −(Δ/2)τx − (ε/2)τz,

where the τ are Pauli matrices in this basis. Since H₂² = (Δ²+ε²)/4, the gap is Ω = √(Δ²+ε²). Expanding exp(−iH₂t/ħ) gives the transfer probability

(Δ²/Ω²) sin²(Ωt/2ħ).

For a loop current of 1 µA, an offset of one millionth of a flux quantum gives h = 0.0129 µeV. If the offsets have this size and independent random signs, the root-mean-square bias is ε = 0.0724 µeV, about 1800 times Δ. At that bias the transfer within the doublet is at most 3×10⁻⁷. Offsets of exactly equal size can also cancel: the two end terms do so in half of the sign patterns and the six interior terms in 20/64, so the bias falls below Δ in about 16% of the patterns. The cancellation is not always complete, because the interior m_j differ slightly: in 9% of the patterns the gap stays within 1% of Δ, and in 6% it is about 1.15Δ, which limits the transfer to about 0.75. Offsets that also differ in size make such close cancellation unlikely. The bias equals Δ when the offsets are near 0.5×10⁻⁹ flux quantum.

A uniform offset on an even chain is different. Reflection exchanges |A⟩ and |B⟩, so |0⟩ is even and |1⟩ odd under it, while Σσz_j is even. The first-order bias vanishes. For the same offset on all eight loops, the computed gap rises by only 1 part in 10⁵.

At 12 mK, kT = 1.03 µeV. The fermion modes are independent, so the equilibrium population outside the doublet is

1 − Π_{k<N} [1+exp(−2s_k/kT)]⁻¹ = 5×10⁻⁶.

This is a population, not a rate. Since kT far exceeds Δ, equilibrium fills both doublet states almost equally and stores no bit. The memory is a prepared nonequilibrium state, and its retention time depends on the bath, which this model leaves out.

**Remark 4: unequal elements and further couplings**

If the parameters vary along the chain, det M = Π_jΓ_j still holds. In a weak field the other N−1 singular values tend to the J_j, so to leading order

Δ ≈ 2 Π_{j=1}^{N}Γ_j / Π_{j=1}^{N−1}J_j.

Independent 5% spreads in the 15 parameters give a logarithmic spread near 0.05√15 = 0.19. The sampled 16th and 84th percentiles are 0.83 and 1.20 times the uniform splitting.

A transverse pair coupling KΣσy_jσy_{j+1} does more. From a_jb_{j+1} = iσy_jσy_{j+1} it follows that σy_jσy_{j+1} = ib_{j+1}a_j, so M acquires the elements M_{j+1,j} = K. Let r_N = det M/Γ^N and κ = JK/Γ². Expansion along the last row gives

r_N = r_{N−1} − κr_{N−2},  r_0 = r_1 = 1,

and hence r_N = 1 − (N−1)κ + O(κ²). If the product of the other singular values changes little, Δ changes by the factor |r_N|. Neglecting K thus requires (N−1)J|K|/Γ² ≪ 1.

For K = +0.01J, κ = 1/4 and the recurrence gives r_N = (N+1)/2^N. At N = 8 this is 9/256 = 0.035, matching the computed splitting ratio. For K = −0.01J the computed ratio is 3.8. A coupling of 1% of J can therefore change the reversal time by a factor of 28 or 1/3.8, depending on its sign. The factor 28 is sensitive to K, because r_8 vanishes at κ = 1/[4cos²(π/9)] = 0.283, that is K = 0.0113J, where the two doublet levels cross; the splitting ratio is 0.073 at K = 0.009J and 0.007 at K = 0.011J.

A higher loop level also mediates a coupling between second neighbours. Suppose each current state of a loop has its own higher level, E = 100 µeV up, reached through a flux element x = 0.3 times the persistent one, and neglect the changes of E caused by the neighbours. Second-order perturbation theory for the middle loop gives

−(xJ)²(σz_{j−1}+σz_{j+1})²/E = −[2(xJ)²/E](1+σz_{j−1}σz_{j+1}).

The coefficient is −2(2.4)²/100 = −0.115 µeV. It favours the Néel order. Adding this term alone to the spin model lowers the computed splitting by 12%; higher-order effects of the same level and tunnelling between the upper states are left out, so this figure is only an estimate of the size of the effect. Keeping the higher level explicitly, with the same persistent current and no tunnelling in it, gives 14%. Direct mutual inductance between further neighbours is also absent from the model and depends on the layout. An antiferromagnetic second-neighbour term opposes the Néel order: at 0.01J it raises the eight-loop splitting by about 10%, at J/8 by a factor of 3.6, and a full J/r³ tail, as for coplanar point dipoles, raises it by a factor of 2.6.

**Remark 5: the real device and the choice of length**

Currents from tenths of a microampere to about a microampere, couplings of a few µeV and temperatures near 10 mK are rough values for flux-qubit circuits; the parameters here lie in that regime. The assumption of zero bias is strongly broken. Flux fluctuations at the level of a millionth of a flux quantum are a rough typical scale, far above the 0.5×10⁻⁹ at which bias equals Δ for eight loops. The 53 µs is thus the coherent reversal time of an ideally balanced chain without further couplings such as those of Remark 4, not an expected retention time.

For such a balanced, isolated chain with Γ < J and negligible K, keeping πħ/Δ above a chosen time τ requires, in the asymptotic regime,

N > ln[2J(1−g²)τ/(πħ)] / ln(1/g).

This only places the full reversal later than τ; if the condition is barely met, the transfer is almost complete by τ. To keep the transfer sin²(Δt/2ħ) below a small value p up to time τ, replace τ in the formula by πτ/(2 arcsin√p). For p = 0.01 this is about 16τ, which at g = 0.2 costs about two more loops. The condition gives no protection against thermal or bath-assisted reversal.

Table of computed values

```
Loops N = 8
Coupling J = 8.000 ueV
Single-loop tunnelling G = 1.600 ueV
Field ratio g = 0.200
Temperature = 12.0 mK
Thermal energy kT = 1.0341 ueV
Persistent current = 1.00 uA
Mutual inductance J/I^2 = 1.282 pH
N | splitting (ueV) | asymptotic (ueV) | reversal (us)
2 | 6.162637e-01 | 6.144000e-01 | 0.0033554
4 | 2.457624e-02 | 2.457600e-02 | 0.08414
6 | 9.830400e-04 | 9.830400e-04 | 2.1035
8 | 3.932160e-05 | 3.932160e-05 | 52.588
10 | 1.572864e-06 | 1.572864e-06 | 1314.7
11 | 3.145728e-07 | 3.145728e-07 | 6573.5
12 | 6.291456e-08 | 6.291456e-08 | 32867
Splitting ratio N=12 to N=11 = 0.200000
N=8 splitting / h = 9.5079 kHz
Next level above ground = 13.1192 ueV
Lower bound 2(J-G) = 12.8000 ueV
Bare Neel weight in doublet = 0.96509
Opposite Neel probability at reversal = 0.91275
Guaranteed reversal probability = 0.86522
Flux offset per loop = 1.00 micro-Phi0
Offset energy h per loop = 0.012906 ueV
Random-offset rms Neel bias = 0.072355 ueV
Doublet swing limit at rms bias = 2.9534e-07
Offset where rms bias = splitting: 0.5435 nPhi0
Uniform-offset splitting ratio = 1.00000994
Thermal population outside doublet = 5.0782e-06
Parameter spread (standard deviation) = 5.0 %
Splitting ratios, 16/50/84 %: 0.828, 0.996, 1.204
Pair-coupling scale G^2/(4J) = 0.0800 ueV
Pair K/J = -0.010: splitting ratio 3.8440
Pair K/J = -0.001: splitting ratio 1.1844
Pair K/J = +0.001: splitting ratio 0.8343
Pair K/J = +0.010: splitting ratio 0.0352
Higher loop excitation = 100.0 ueV
Interlevel/persistent flux element = 0.30
Mediated second-neighbour coupling = -0.1152 ueV
Splitting ratio with that coupling = 0.8805
```
